The 4470 MHz hyperfine factor: derivation, hydrogen check, and other nuclei

**Question**

My electronic-structure program prints the spin density at each nucleus of a radical. I was told that for a proton in a doublet I should multiply that number, in atomic units, by about 4470 MHz to get the isotropic hyperfine constant. I would like to derive the factor, check it on the hydrogen atom, and then convert it for 13C, 14N and 19F.

I am stuck in three places.

1. The field of a magnetic dipole falls off as 1/r³ and averages to zero over a sphere. How can an s electron feel anything, and why does the density at one point matter?

2. For hydrogen I can picture |ψ(0)|². Why may I put the α minus β density of a many-electron molecule in its place?

3. For nitrogen I multiplied 4470 by the ratio of the magnetic moments of 14N and the proton, and got about 647 MHz. Somebody told me this is wrong, but not why.

**Answer**

The constant you want is the A in the spin Hamiltonian

H/h = A I·S,

where I and S are the nuclear and electron spins in units of ħ, so that A is a frequency. I treat the electrons nonrelativistically, keep terms of first order in the nuclear moment, and leave out spin–orbit coupling. Your three difficulties come up in order.

**Why the density at the nucleus matters**

The zero average you describe holds outside the nucleus. Inside the source of the field it fails, and a point dipole hides that region. So give the nucleus a size first and shrink it afterwards.

Let the nuclear moment m be spread over a spherical profile g(r) with ∫ g d³r = 1. A point dipole at the origin has the vector potential (μ0/4π) m×r/r³. Adding up the contributions of all elements of the profile gives

a(r) = (μ0/4π) m × ∫ g(s) (r − s)/|r − s|³ d³s.

I write a for the vector potential because A is taken. The integral has the form of the electric field of a spherical charge cloud. By Gauss's law it equals q(r) r/r³, where q(r) is the fraction of the profile inside radius r:

q(r) = ∫₀^r 4πs² g(s) ds.

With f(r) = q(r)/r³ we therefore have

a = (μ0/4π) f(r) m×r.

The field is the curl of this. The product rule gives

∇×(f m×r) = f ∇×(m×r) + ∇f × (m×r).

Here ∇×(m×r) = 2m and ∇f = f′ r/r (a vector r divided by its length). Also r×(m×r) = r² m − r (m·r). Hence

B = (μ0/4π) { 2f m + (f′/r) [r² m − r (m·r)] }.

Now average over directions at fixed r. The average of r (m·r) is r² m/3, since the three axes are equivalent, so

⟨B⟩ = (μ0/4π) m [2f + (2/3) r f′]
= (μ0/4π) m (2/(3r²)) d(r³f)/dr.

But r³f = q, and dq/dr = 4πr² g. Therefore

⟨B⟩ = (2μ0/3) m g(r).

This contains both facts. Where g = 0, outside the nucleus, the average field is zero, as you said. Inside, it points along m and is proportional to the local magnetization.

An s electron has a spherical density, so the average is all it needs:

∫ |ψ|² B d³r = (2μ0/3) m ∫ g |ψ|² d³r → (2μ0/3) m |ψ(0)|².

The arrow is the limit of a small nucleus. How small must it be? For hydrogen, |ψ|² is proportional to exp(−2r) with r in bohr, so the smeared field divided by the point-nucleus field is

∫ g exp(−2r) d³r ≈ 1 − 2⟨r⟩,

with ⟨r⟩ the mean radius of the profile. For a Gaussian profile of standard deviation w along each axis, ⟨r⟩ = w√(8/π) ≈ 1.60 w. At w = 0.001 bohr this predicts a ratio of 0.9968, and the direct numerical curl and integration give 0.99681. The proton's radius is about 2 × 10⁻⁵ bohr, so for hydrogen the correction is a few parts in 10⁵. For a hydrogen-like 1s orbital at nuclear charge Z the density falls as exp(−2Zr) and the ratio becomes 1 − 2Z⟨r⟩. Treat 13C, 14N and 19F as uniform spheres with radii R of 6 to 7 × 10⁻⁵ bohr, so that ⟨r⟩ = 3R/4; the formula then gives 0.05 to 0.1 %. It smears only the moment. Spreading the nuclear charge over the same sphere also lowers the density at the nucleus and raises the correction to about 2ZR, that is 0.07 to 0.13 %. This is still less than one unit in the third digit of the factors below, so the point limit is good enough for them.

There is also a coupling of the nuclear moment to the orbital motion, (e/m_e) a·p. In an s state it vanishes: ∇ψ points along r, while a is perpendicular to r.

**From the field to the coupling**

The electron has negative charge, so its moment is opposite to its spin. With g_e = 2.002319 taken positive, the two moments are

μ_e = −g_e μ_B S,
m = g_N μ_n I.

μ_B is the Bohr magneton, μ_n the nuclear magneton and g_N the nuclear g-factor. The energy of a moment in a field is −μ_e·B, so after averaging over the s orbital

H = −(−g_e μ_B S) · (2μ0/3) g_N μ_n I |ψ(0)|²
= +(2μ0/3) g_e μ_B g_N μ_n |ψ(0)|² I·S.

The two minus signs cancel. For positive g_N, antiparallel spins have the lower energy. That corresponds to parallel moments, as it should, because the direction-averaged field inside the nucleus points along m.

Dividing by h gives A = K_N |ψ(0)|², with

K_N = (2μ0/3h) g_e μ_B g_N μ_n.

**Why the spin density replaces |ψ(0)|²**

With several electrons, the contact interaction is

H/h = K_N I·T, T = Σ_i s_i δ(r_i).

Each electron contributes its own spin, weighted by its presence at the nucleus. We need the action of T within the two states M = ±1/2 of the doublet, assumed to have no degeneracy besides that of the spin.

Under spin rotations T behaves as a vector, which means

[S_a, T_b] = i Σ_c ε_abc T_c.

The total spin S does not lead out of the doublet, so the same relation holds for the 2×2 matrices of S and T within it. Three short steps fix T.

First, T_z = −i[S_x, T_y] is a commutator of finite matrices, so its trace is zero.

Second, [S_z, T_z] = 0, so T_z is diagonal in M. A diagonal 2×2 matrix with zero trace is a multiple of S_z. Call it T_z = c S_z.

Third, the other components follow with the same c:

T_x = −i[S_y, T_z] = −i c [S_y, S_z] = −i c (i S_x) = c S_x,
T_y = −i[S_z, T_x] = −i c [S_z, S_x] = −i c (i S_y) = c S_y.

So T acts as c S. To find c, take the expectation value of T_z in the state M = +1/2. An α electron has s_z = +1/2 and a β electron −1/2, so

⟨T_z⟩ = (1/2)[ρ_α(0) − ρ_β(0)] = ρ_s(0)/2.

The right-hand side of T_z = c S_z gives c/2. Hence c = ρ_s(0), and for a doublet

A = K_N ρ_s(0).

Nothing here required a single unpaired orbital with inert closed shells. Spin polarization of the other electrons is included in ρ_s(0), which may be negative, and then A changes sign.

A small model shows this at work. Put three electrons singly into three orthogonal orbitals with densities 0.3, 0.2 and 0.5 bohr⁻³ at the nucleus, and couple their spins antiferromagnetically, H = Σ J_ij s_i·s_j with J_12 = 1.0, J_23 = 0.6 and J_13 = 0.3. For these couplings the lowest doublet has ρ_s(0) = 0.5087 bohr⁻³; the value depends on the couplings, and other assignments of the same three strengths give 0.16 to 0.46. This is more than the largest of the three densities. The spin populations of the orbitals add up to 1, and an average with non-negative weights could not exceed 0.5, so at least one population must be negative: they are 0.279, −0.215 and 0.936. The relation T = ρ_s(0) S still holds in this doublet.

For a general spin S, the Wigner–Eckart theorem again makes T proportional to S within the multiplet. In the state M = S the comparison reads ρ_s(0)/2 = cS, so

A = K_N ρ_s(0)/(2S).

For a quartet, S = 3/2, the factor must therefore be divided by 3. This is why the rule you were given mentions a doublet.

A molecule also has a non-spherical spin density, which feels the part of B that we averaged away. Subtracting the average from B leaves

(μ0/4π) (f′/r) [r² m/3 − r (m·r)].

The bracket is a tensor acting on m, with components r²δ_ab/3 − r_a r_b. Its trace is r² − r² = 0. It produces the anisotropic dipolar coupling and adds nothing to the isotropic constant, which is one third of the trace of the full hyperfine tensor.

**The number 4470**

In Hartree atomic units ħ = m_e = e = 4πε0 = 1 and the speed of light is 1/α, with α the fine-structure constant. From μ0ε0 = 1/c² = α² and ε0 = 1/(4π),

μ0 = 4πα².

The magnetons are

μ_B = eħ/(2m_e) = 1/2,
μ_n = eħ/(2m_p) = m_e/(2m_p).

Put these into (2μ0/3) g_e μ_B g_N μ_n. The numerical factors combine as (2/3)(4π)(1/2)(1/2) = 2π/3, so

K_N = (2π/3) α² g_e g_N (m_e/m_p)

in hartree per bohr⁻³. Multiplying by E_h/h, the hartree expressed as a frequency, gives MHz per bohr⁻³.

For the proton g_H = 5.585695, and with α = 0.00729735 and m_p/m_e = 1836.1527

K_H = 2.094395 × (0.00729735)² × 2.002319 × 5.585695 / 1836.1527
= 6.79346 × 10⁻⁷ hartree per bohr⁻³.

With E_h/h = 6.579684 × 10⁹ MHz,

K_H = 4469.88 MHz per bohr⁻³.

This is your factor. The smallness of the coupling on the electronic energy scale comes from α² and from m_e/m_p.

Check what your program prints. The factor belongs to ρ_α − ρ_β. If the program prints the density of s_z instead, which is half as large, multiply by 2 first.

**Check on hydrogen**

The 1s function for a fixed proton is ψ = exp(−r)/√π. It is normalized, because ∫ 4πr² exp(−2r) dr = 4π × 2/2³ = π. There is one electron, with no β density in the state M = +1/2, so

ρ_s(0) = |ψ(0)|² = 1/π = 0.318310 bohr⁻³,
A = 4469.88 × 0.318310 = 1422.81 MHz.

To see what this means as a transition, let F = I + S be the total spin. Squaring gives

I·S = [F(F+1) − I(I+1) − S(S+1)]/2.

With I = S = 1/2 this is +1/4 for F = 1 and −3/4 for F = 0. The two levels are separated by A, so in zero field the atom has a transition at the frequency A.

The proton is not fixed, however. The relative motion has the reduced mass, in units of m_e,

μ_r = 1/(1 + m_e/m_p).

With the kinetic energy −∇²/(2μ_r), the ground state becomes proportional to exp(−μ_r r). All lengths grow by 1/μ_r, so the density at the nucleus is multiplied by μ_r³ = 0.998368. The magneton μ_B keeps the true electron mass, since it belongs to the electron's own moment. Thus

A = 1422.81 × 0.998368 = 1420.49 MHz.

In field units, with 28.0250 MHz per mT for a free-electron g-factor, this is 50.69 mT.

The measured interval is roughly 1.4 GHz, the transition behind the 21 cm radio line of hydrogen, so the factor passes the check. The last digits above serve to show the shift caused by the proton's motion, about 0.16 % of A. They are not a claim of accuracy against experiment: relativistic corrections, radiative corrections beyond the free-electron g_e, and the structure of the proton are left out.

**Other nuclei, and what went wrong with nitrogen**

In K_N the nucleus enters through g_N alone. The ratio m_e/m_p stays the same for every nucleus, because it comes from the nuclear magneton, which is defined with the proton mass. Therefore

K_N = K_H g_N/g_H.

You worked with the magnetic moment μ, meaning the largest z-component of m. Since m = g_N μ_n I and the largest I_z is I,

g_N = μ/(I μ_n).

The division by I is the step you missed. It makes no difference between two nuclei of spin 1/2, but 14N has I = 1.

The measured moments are about 0.70 μ_n for 13C, 0.40 μ_n for 14N and 2.6 μ_n for 19F. For the arithmetic below I use the input values entered in the program, 0.702, 0.404 and 2.63 μ_n. The third digit of each result is only as good as these inputs, so substitute values from a table of nuclear moments if you need it.

For 13C, I = 1/2:
g = 0.702/0.5 = 1.40, g/g_H = 0.251,
K = 1120 MHz per bohr⁻³.

For 14N, I = 1:
g = 0.404/1 = 0.404, g/g_H = 0.0723,
K = 323 MHz per bohr⁻³.

For 19F, I = 1/2:
g = 2.63/0.5 = 5.26, g/g_H = 0.942,
K = 4210 MHz per bohr⁻³.

Your 647 MHz is twice the right factor for nitrogen, apart from rounding. It does have a meaning, which shows up in the EPR spectrum. In a strong field the electron and nuclear spins are each quantized along the field, and to leading order the levels are

E/h = ν m_S + A m_S m_I,

where ν is the electron Zeeman frequency. I have left out the nuclear Zeeman energy. It depends on m_I alone and cancels in an EPR transition, where m_S goes from −1/2 to +1/2 at fixed m_I. The lines lie at

ν + A m_I.

Neighbouring lines are A apart, and the outermost lines are 2I A apart. For a given spin density, 2I A is proportional to I g_N, that is, to the moment. For a proton, 2I A is simply A. For 14N there are three lines, and the outer two are 2A apart. By scaling with the moments you calculated the full width of the nitrogen triplet per unit of spin density, not the constant A.

The zero-field interval is a different quantity again. For 14N, F is 3/2 or 1/2, and the formula for I·S gives

F = 3/2: (15/4 − 2 − 3/4)/2 = +1/2,
F = 1/2: (3/4 − 2 − 3/4)/2 = −1.

The interval is 3A/2. So the identification of A with the zero-field transition frequency, correct for hydrogen, does not carry over to nitrogen.

**Using the factors**

Suppose the spin density at a nucleus is 0.100 bohr⁻³. This is a round number chosen for illustration, not the density of a particular radical. Multiplying by the factors gives

1H: A = 447 MHz
13C: A = 112 MHz
14N: A = 32.3 MHz
19F: A = 421 MHz

The same density thus gives a coupling almost fourteen times smaller at 14N than at a proton, purely because of the nuclear g-factors. Read in the other direction, a small nitrogen coupling does not by itself mean a small spin density at nitrogen.

What you may not do is carry the density itself from one element to another. Replacing a hydrogen atom by fluorine changes the electrons as well as the nucleus, and ρ_s(0) must be calculated anew. The factor converts a density into a frequency; any error in the density passes into A with the same relative size.

The conversion also has limits of its own. Relativity raises the coupling of a hydrogen-like s orbital by about (3/2)(Zα)² for 1s and (17/8)(Zα)² for 2s. That is 0.3 to 0.4 % at carbon, 0.4 to 0.6 % at nitrogen and 0.7 to 0.9 % at fluorine, so it can already reach the third digit of a coupling. At bromine it exceeds 10 %, and for heavy nuclei the nonrelativistic contact formula is no longer adequate. With strong spin–orbit coupling, orbital motion contributes to the hyperfine tensor too, and its isotropic part is then no longer given by the contact term alone.

The numerical check checks the field average, the projection onto the total spin, the hydrogen densities and the rescaling numerically.

Numbers as computed

```
Electron g-factor: 2.002319
Proton g-factor: 5.585695
Proton/electron mass ratio: 1836.1527
Fine-structure constant: 0.00729735
Hartree energy / h: 6.579684e+09 MHz
Proton factor: 6.79346e-07 hartree per bohr^-3
Proton factor: 4469.88 MHz per bohr^-3
Smeared/point field, width 0.010 bohr: 0.96868
Smeared/point field, width 0.002 bohr: 0.99364
Smeared/point field, width 0.001 bohr: 0.99681
Smeared/point field, extrapolated to zero width: 0.99999
Largest outer-region share of field: 1.2e-07
H density at nucleus, formula 1/pi: 0.318310 bohr^-3
H density at nucleus, radial grid: 0.318306 bohr^-3
Reduced-mass density factor: 0.998368
H hyperfine constant, fixed proton: 1422.81 MHz
H hyperfine constant, moving proton: 1420.49 MHz
Free-electron conversion: 28.0250 MHz per mT
H hyperfine constant, moving proton: 50.69 mT
Three-spin model orbital densities: 0.3, 0.2, 0.5 bohr^-3
Three-spin doublet contact spin density: 0.5087 bohr^-3
Three-spin quartet contact spin density: 1.0000 bohr^-3
13C input: moment 0.702 nuclear magnetons, spin 0.5
13C g-factor: 1.4
13C g-factor / proton g-factor: 0.251
13C factor: 1120 MHz per bohr^-3
14N input: moment 0.404 nuclear magnetons, spin 1.0
14N g-factor: 0.404
14N g-factor / proton g-factor: 0.0723
14N factor: 323 MHz per bohr^-3
19F input: moment 2.63 nuclear magnetons, spin 0.5
19F g-factor: 5.26
19F g-factor / proton g-factor: 0.942
19F factor: 4210 MHz per bohr^-3
14N factor if moments were used wrongly: 647 MHz per bohr^-3
Example spin density: 0.100 bohr^-3
1H coupling at example density: 447 MHz
13C coupling at example density: 112 MHz
14N coupling at example density: 32.3 MHz
19F coupling at example density: 421 MHz
```
